# Multiple-time-step hybrid-functional dynamics and the resonance limit on the outer step: a numerical check

```python
"""Reversible multiple-time-step dynamics: semilocal forces inside, hybrid
correction outside.  Result under test: with semilocal mode frequencies w,
correction Hessian B (mass weighted), outer step h and n >= 2 inner steps,
    phi = 2 arcsin(w h / 2n),  Omega = w cos(phi/2),
the linear map is stable below h_c = (2n/w_max) sin(pi/2n) exactly when
    (2/h) Omega cot(n phi/2) - B   is positive definite.
Units: Rydberg atomic units (energy Ry, length bohr, mass 2 m_e, time hbar/Ry).
The F2 example uses PBE inside and PBE0 outside (restricted, def2-SVP).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, newton
from pyscf import gto, dft, lib

lib.num_threads(1)


def inner_steps(x, v, inner, step, count):
    for _ in range(count):
        v = v + 0.5 * step * inner(x)
        x = x + step * v
        v = v + 0.5 * step * inner(x)
    return x, v


def outer_step(x, v, inner, correction, h, n):
    v = v + 0.5 * h * correction(x)
    x, v = inner_steps(x, v, inner, h / n, n)
    return x, v + 0.5 * h * correction(x)


def propagated_matrix(freqs, B, h, n):
    """Map matrix obtained by propagating unit vectors with the integrator."""
    m = len(freqs)
    A = np.diag(np.asarray(freqs) ** 2)
    start = np.eye(2 * m)
    x, v = outer_step(start[:m], start[m:], lambda q: -A @ q,
                      lambda q: -B @ q, h, n)
    return np.vstack([x, v])


def spectral_radius(freqs, B, h, n):
    return max(abs(np.linalg.eigvals(propagated_matrix(freqs, B, h, n))))


def ceiling_step(freqs, n):
    return 2 * n / max(freqs) * np.sin(np.pi / (2 * n))


def stability_limit(freqs, B, n):
    w = np.asarray(freqs, dtype=float)
    ceiling = ceiling_step(w, n)

    def margin(h):
        phi = 2 * np.arcsin(w * h / (2 * n))
        stiff = (2 / h) * w * np.cos(phi / 2) / np.tan(n * phi / 2)
        return np.linalg.eigvalsh(np.diag(stiff) - B)[0]

    top = ceiling * (1 - 1e-10)
    if margin(top) > 0:
        return ceiling
    return brentq(margin, 1e-3 * ceiling, top, xtol=1e-13)


# ---- several coupled modes: predicted limit against propagated maps ----
rng = np.random.default_rng(7)
trials = 0
for low, high in ((0.1, 0.6), (-0.6, -0.1), (-0.6, 0.6)):
    for n in (2, 5, 12):
        for _ in range(2):
            w = np.array([1.0, 1.9, 3.0]) + rng.uniform(-0.1, 0.1, 3)
            Q = np.linalg.qr(rng.normal(size=(3, 3)))[0]
            B = Q @ np.diag(rng.uniform(low, high, 3)) @ Q.T
            assert np.linalg.eigvalsh(np.diag(w**2) + B)[0] > 0
            limit = stability_limit(w, B, n)
            for part in np.linspace(0.05, 1 - 1e-5, 50):
                assert spectral_radius(w, B, part * limit, n) < 1 + 1e-7
            assert spectral_radius(w, B, limit * (1 + 1e-5), n) > 1 + 1e-5
            trials += 1
print(f"coupled three-mode systems with limit confirmed: {trials}")

# ---- one mode: frequency error, peak growth, small-correction limit ----
lam, h, n = 0.3, 0.05, 5
M = propagated_matrix([1.0], np.array([[lam]]), h, n)
w2_map = (np.arccos(np.trace(M) / 2) / h) ** 2
w2 = 1 + lam
w2_shift = (lam**2 * h**2 + (w2**2 - lam**2) * (h / n) ** 2) / 12
assert abs((w2_map - w2) / w2_shift - 1) < 0.02


def resonance_centre(w0, lam, n):
    """Step with n phi + arctan(a) = pi, and a = lam h / (2 Omega)."""
    def parts(h):
        phi = 2 * np.arcsin(w0 * h / (2 * n))
        return phi, lam * h / (2 * w0 * np.cos(phi / 2))

    def phase(h):
        phi, a = parts(h)
        return n * phi + np.arctan(a) - np.pi
    centre = brentq(phase, 1.0 / w0, 4.5 / w0, xtol=1e-13)
    return centre, parts(centre)[1]


for lam in (0.2, -0.2):
    centre, a = resonance_centre(1.0, lam, 10)
    growth = np.log(spectral_radius([1.0], np.array([[lam]]), centre, 10))
    assert abs(growth - np.arcsinh(abs(a))) < 1e-8
small = 1e-3
exact = stability_limit([1.0], np.array([[small]]), 2000)
assert abs((1 - exact / np.pi) / small - 1) < 0.01

# ---- correction held constant between updates: spurious energy change ----
for lam in (0.2, -0.2):
    h, n, steps = 0.1, 10, 2000
    x, v = 1.0, 0.0
    for _ in range(steps):
        held = -lam * x
        x, v = inner_steps(x, v, lambda q: -q + held, h / n, n)
    ratio = (v * v + (1 + lam) * x * x) / (1 + lam)
    rate = np.log(ratio) / (steps * h)
    assert abs(rate / (lam * h / 2) - 1) < 0.05
    print(f"held correction, lambda={lam:+.1f}, h={h}: energy rate "
          f"{rate:+.5f}, lambda*h/2 {lam*h/2:+.5f} (w0=1 units)")

# ---- F2 surfaces ----
centre_R, half_width, nodes = 2.70, 0.45, 8
grid_R = centre_R + half_width * np.cos(
    np.pi * (np.arange(nodes) + 0.5) / nodes)


def scf_pair(R, dm=None):
    """Converged PBE and PBE0 calculations at bond length R (bohr)."""
    mol = gto.M(atom=[["F", (0, 0, 0)], ["F", (0, 0, R)]], unit="Bohr",
                basis="def2-svp", verbose=0)
    result = []
    for functional in ("pbe", "pbe0"):
        mf = dft.RKS(mol)
        mf.xc = functional
        mf.grids.atom_grid = (60, 302)
        mf.small_rho_cutoff = 0
        mf.conv_tol = 1e-10
        mf.kernel(dm0=dm)
        assert mf.converged
        dm = mf.make_rdm1()
        result.append(mf)
    return result, dm


density = None
energies = []
for R in grid_R:
    pair, density = scf_pair(R, density)
    energies.append([2 * mf.e_tot for mf in pair])
energies = np.array(energies)
energies -= energies.min(axis=0)
curves = [np.polyfit(grid_R - centre_R, energies[:, k], nodes - 1)
          for k in (0, 1)]
slopes = [np.polyder(c) for c in curves]
bends = [np.polyder(c, 2) for c in curves]

check_R = 2.47
pair, density = scf_pair(check_R, density)
for k, mf in enumerate(pair):
    g = mf.nuc_grad_method().kernel()
    analytic = 2 * 0.5 * (g[1, 2] - g[0, 2])
    # the analytic gradient omits the motion of the integration grid
    assert abs(np.polyval(slopes[k], check_R - centre_R) - analytic) < 2e-3

mass_u = pair[0].mol.atom_mass_list(isotope_avg=True)[0]
mu = 0.5 * mass_u * const.atomic_mass / const.m_e / 2
fs = const.hbar / const.value("Rydberg constant times hc in J") * 1e15


def make_acceleration(coefficients):
    values = [float(-c / mu) for c in coefficients]

    def acceleration(R):
        s, total = R - centre_R, 0.0
        for c in values:
            total = total * s + c
        return total
    return acceleration


inner = make_acceleration(slopes[0])
correction = make_acceleration(slopes[1] - slopes[0])
R_s, R_h = [brentq(lambda R: np.polyval(s, R - centre_R), 2.3, 3.1)
            for s in slopes]
k_s, k_h = [np.polyval(b, R_h - centre_R) for b in bends]
w0, lam = np.sqrt(k_s / mu), (k_h - k_s) / mu
w_s_own = np.sqrt(np.polyval(bends[0], R_s - centre_R) / mu)
w_h = np.sqrt(k_h / mu)
N = 16
h_ceiling = ceiling_step([w0], N)
h_linear = stability_limit([w0], np.array([[lam]]), N)
print(f"F2 reduced mass: {mu:.2f} (2 m_e); time unit: {fs:.6f} fs")
print(f"bond length PBE: {R_s:.4f} bohr; PBE0: {R_h:.4f} bohr")
print(f"PBE frequency at PBE minimum: {1e3*w_s_own:.4f} mRy/hbar")
print(f"PBE frequency w0 at PBE0 minimum: {1e3*w0:.4f} mRy/hbar")
print(f"PBE0 frequency at PBE0 minimum: {1e3*w_h:.4f} mRy/hbar")
print(f"lambda/w0^2 at PBE0 minimum: {lam/w0**2:+.5f}")
print(f"half period pi/w0: {np.pi/w0:.2f} hbar/Ry = {np.pi/w0*fs:.3f} fs")
print(f"ceiling h_c, n={N}: {h_ceiling:.2f} hbar/Ry")
print(f"harmonic limit, n={N}: {h_linear:.2f} hbar/Ry "
      f"= {h_linear*fs:.3f} fs")
h_peak, a_peak = resonance_centre(w0, lam, N)
print(f"harmonic resonance centre: {h_peak:.2f} hbar/Ry; growth exponent "
      f"{np.arcsinh(abs(a_peak)):.5f} per outer step")


# ---- nonlinear F2 map: fixed point and edges of the resonance window ----
def half_map(R, v, h):
    v = v + 0.5 * h * correction(R)
    return inner_steps(R, v, inner, h / N, N // 2)


def fixed_point(h, guess):
    return newton(lambda R: half_map(R, 0.0, h)[1], guess,
                  x1=guess + 1e-3, tol=1e-10)


def half_derivatives(h, guess):
    R, e = fixed_point(h, guess), 1e-4
    a = (half_map(R + e, 0.0, h)[0] - half_map(R - e, 0.0, h)[0]) / (2 * e)
    ev = e * w0
    d = (half_map(R, ev, h)[1] - half_map(R, -ev, h)[1]) / (2 * ev)
    return a, d, R


h = 40.0
phi = 2 * np.arcsin(w0 * h / (2 * N))
K = (2 / h) * w0 * np.cos(phi / 2) * np.tan(N * phi / 2)
offset = -inner(R_h) / w0**2
shift_formula = (w0**2 - K) * offset / (K + lam)
shift_map = fixed_point(h, R_h) - R_h
assert abs(shift_map / shift_formula - 1) < 0.03
print(f"fixed-point shift at h=40 hbar/Ry: map {1e3*shift_map:.4f}, "
      f"formula {1e3*shift_formula:.4f} mbohr")

edges, guess, previous = {}, R_h, None
for h in np.arange(0.40, 1.30, 0.01) * h_ceiling:
    a, d, R = half_derivatives(h, guess)
    if previous is not None:
        for k, value in enumerate((a, d)):
            if k not in edges and previous[1][k] > 0 >= value:
                edges[k] = brentq(lambda s: half_derivatives(s, guess)[k],
                                  previous[0], h, xtol=1e-7)
    previous, guess = (h, (a, d)), R
    if len(edges) == 2:
        break
assert edges
first = min(edges.values())
last = max(edges.values()) if len(edges) == 2 else 1.02 * first
for k, name in enumerate(("position (a=0)", "velocity (d=0)")):
    if k in edges:
        print(f"nonlinear window edge, {name}: {edges[k]:.2f} hbar/Ry "
              f"= {edges[k]*fs:.3f} fs")


def largest_excursion(h, steps=3000):
    start = fixed_point(h, fixed_point(0.97 * first, R_h))
    R, v, largest = start + 1e-6, 0.0, 0.0
    for _ in range(steps):
        R, v = outer_step(R, v, inner, correction, h, N)
        largest = max(largest, abs(R - start))
        if not 2.1 < R < 3.3:
            break
    return largest


quiet = largest_excursion(0.97 * first)
loud = largest_excursion(0.5 * (first + last))
assert quiet < 1e-4 < loud
print(f"1e-6 bohr offset grows to: {quiet:.2e} bohr at 0.97 of first edge, "
      f"{loud:.2e} bohr inside window")


# ---- F2 trajectories: reversibility and energy error ----
def energy_error(h, n, steps=3000):
    def energy(R, v):
        return 0.5 * mu * v * v + np.polyval(curves[1], R - centre_R)
    R, v = R_h + 0.05, 0.0
    start, worst = energy(R, v), 0.0
    for done in range(1, steps + 1):
        R, v = outer_step(R, v, inner, correction, h, n)
        if not 2.1 < R < 3.3:
            break
        worst = max(worst, abs(energy(R, v) - start))
    return worst, done


R, v = R_h + 0.05, 0.0
for _ in range(500):
    R, v = outer_step(R, v, inner, correction, 80.0, 8)
v = -v
for _ in range(500):
    R, v = outer_step(R, v, inner, correction, 80.0, 8)
assert abs(R - R_h - 0.05) < 1e-9 and abs(v) < 1e-9 * w0 * 10
print(f"return error after 500 steps and reversal: "
      f"{abs(R-R_h-0.05):.1e} bohr")
ratio = energy_error(40.0, 4)[0] / energy_error(20.0, 4)[0]
assert abs(ratio / 4 - 1) < 0.10
print(f"energy-error ratio on doubling h from 20 to 40 hbar/Ry: {ratio:.3f}")
excitation = np.polyval(curves[1], R_h + 0.05 - centre_R) \
    - np.polyval(curves[1], R_h - centre_R)
print(f"start: 0.05 bohr stretch, vibrational energy "
      f"{1e3*excitation:.4f} mRy; inner step 10 hbar/Ry")
for n in (2, 4, 8, 16, 24, 28, 32):
    worst, done = energy_error(10.0 * n, n)
    print(f"h={10*n:3d} hbar/Ry, n={n:2d}: max energy error "
          f"{1e3*worst:.5f} mRy in {done} steps")
plain, done = energy_error(80.0, 1)
print(f"single-step Verlet, h=80 hbar/Ry: max energy error "
      f"{1e3*plain:.5f} mRy in {done} steps")
cost_ratio, n = 40, 8
print(f"speed-up over hybrid force at every inner step, cost ratio "
      f"{cost_ratio}, n={n}: {n*cost_ratio/(cost_ratio+n):.2f}")
print("finished without a failed check")
```

It prints:

```
coupled three-mode systems with limit confirmed: 18
held correction, lambda=+0.2, h=0.1: energy rate +0.01001, lambda*h/2 +0.01000 (w0=1 units)
held correction, lambda=-0.2, h=0.1: energy rate -0.01001, lambda*h/2 -0.01000 (w0=1 units)
F2 reduced mass: 8657.99 (2 m_e); time unit: 0.048378 fs
bond length PBE: 2.6660 bohr; PBE0: 2.6012 bohr
PBE frequency at PBE minimum: 9.0099 mRy/hbar
PBE frequency w0 at PBE0 minimum: 9.9974 mRy/hbar
PBE0 frequency at PBE0 minimum: 9.8419 mRy/hbar
lambda/w0^2 at PBE0 minimum: -0.03087
half period pi/w0: 314.24 hbar/Ry = 15.202 fs
ceiling h_c, n=16: 313.74 hbar/Ry
harmonic limit, n=16: 313.74 hbar/Ry = 15.178 fs
harmonic resonance centre: 318.65 hbar/Ry; growth exponent 0.04940 per outer step
fixed-point shift at h=40 hbar/Ry: map 0.8039, formula 0.8037 mbohr
nonlinear window edge, position (a=0): 337.52 hbar/Ry = 16.329 fs
nonlinear window edge, velocity (d=0): 306.24 hbar/Ry = 14.815 fs
1e-6 bohr offset grows to: 1.00e-06 bohr at 0.97 of first edge, 2.66e-01 bohr inside window
return error after 500 steps and reversal: 7.3e-15 bohr
energy-error ratio on doubling h from 20 to 40 hbar/Ry: 3.966
start: 0.05 bohr stretch, vibrational energy 0.9934 mRy; inner step 10 hbar/Ry
h= 20 hbar/Ry, n= 2: max energy error 0.01216 mRy in 3000 steps
h= 40 hbar/Ry, n= 4: max energy error 0.06078 mRy in 3000 steps
h= 80 hbar/Ry, n= 8: max energy error 0.24430 mRy in 3000 steps
h=160 hbar/Ry, n=16: max energy error 0.78987 mRy in 3000 steps
h=240 hbar/Ry, n=24: max energy error 0.91066 mRy in 3000 steps
h=280 hbar/Ry, n=28: max energy error 0.33502 mRy in 3000 steps
h=320 hbar/Ry, n=32: max energy error 62.18315 mRy in 3000 steps
single-step Verlet, h=80 hbar/Ry: max energy error 0.14888 mRy in 3000 steps
speed-up over hybrid force at every inner step, cost ratio 40, n=8: 6.67
finished without a failed check
```
